# A failing check and its repair

Subject: The Cooling Limit of One Spin-Resolved Electronic Channel.

```python
"""
Result under test: one spin-resolved channel between two normal reservoirs,
with noninteracting electrons, draws from reservoir L (temperature T) a heat
current below pi^2 k^2 T^2 / (12 h), if the other reservoir R is not colder.

Symbols: x = (E - mu_L)/(k T), v = (mu_L - mu_R)/(k T), r = T_R/T.
Scaled heat current: h J/(k T)^2.  Scaled particle current: h I/(k T).
Device energies are in eV, lengths in nm, temperatures in K, powers in W.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit


def fermi(y):
    return expit(-y)


bound = np.pi**2 / 12

# The Fermi integral, by quadrature.
half_integral = quad(lambda x: x * fermi(x), 0, 60, epsabs=1e-12)[0]
assert abs(half_integral - bound) < 1e-9
print(f"Scaled bound, quadrature: {half_integral:.6f}; pi^2/12: {bound:.6f}")

# Best filter for each bias and temperature ratio, found pointwise.
x = np.linspace(-80, 80, 160001)


def best_filter_heat(v, r):
    integrand = x * (fermi(x) - fermi((x + v) / r))
    return trapezoid(np.maximum(integrand, 0), x), integrand


for r in (1.0, 1.2, 2.0, 5.0):
    for v in (-50.0, -10.0, -2.0, -0.5, 0.0, 0.5, 2.0, 10.0, 50.0):
        heat, integrand = best_filter_heat(v, r)
        assert heat < bound + 1e-6
        cools_above = np.any(integrand[x > 0] > 1e-13)
        cools_below = np.any(integrand[x < 0] > 1e-13)
        assert not (cools_above and cools_below)
    high_bias = best_filter_heat(50.0, r)[0]
    assert high_bias > 0.999 * bound
    print(f"T_R/T = {r:.1f}, v = 50: best heat / bound = "
          f"{high_bias / bound:.5f}")

# Upper edge of the cooling window, from the crossing of the occupations.
v_edge, r_edge = 2.0, 1.5
edge = brentq(lambda y: fermi(y) - fermi((y + v_edge) / r_edge), 0.1, 20)
assert abs(edge - v_edge / (r_edge - 1)) < 1e-8
print(f"Window edge for v = {v_edge}, T_R/T = {r_edge}: {edge:.4f} kT")

# Approach to the bound at equal temperatures, with a step filter.
for v in (1.0, 2.0, 5.0, 10.0):
    heat = quad(lambda y: y * (fermi(y) - fermi(y + v)), 0, 60)[0]
    particles = quad(lambda y: fermi(y) - fermi(y + v), 0, 60)[0]
    heat_formula = bound + float(mp.re(mp.polylog(2, -mp.exp(-v))))
    particle_formula = np.log(2) - np.log1p(np.exp(-v))
    assert abs(heat - heat_formula) < 1e-7
    assert abs(particles - particle_formula) < 1e-7
    print(f"v = {v:4.1f}: heat/bound = {heat / bound:.5f}, "
          f"coefficient of performance = {heat / (v * particles):.4f}")

# What happens when either condition is dropped.
cold_heat = best_filter_heat(0.0, 0.001)[0]
to_sink = np.where(x > 0, 1.0, 0.0)
from_source = 1.0 - to_sink
three_terminal = trapezoid(
    x * (to_sink * (fermi(x) - fermi(x + 50))
         + from_source * (fermi(x) - fermi(x - 50))), x)
assert abs(cold_heat / bound - 2) < 1e-3
assert abs(three_terminal / bound - 2) < 1e-3
print(f"Very cold R: heat / bound = {cold_heat / bound:.4f}")
print(f"Three terminals: heat / bound = {three_terminal / bound:.4f}")

# Unitary evolution of two joined half chains; hbar = hopping = 1.
# The chemical potential of L lies at the band bottom, E = -2.
sites, kt_chain, mu_chain = 500, 0.2, -2.0
t_start, t_end = 80.0, 230.0
half = -(np.eye(sites, k=1) + np.eye(sites, k=-1))
levels, orbitals = eigh(half)
full = -(np.eye(2 * sites, k=1) + np.eye(2 * sites, k=-1))
full_levels, modes = eigh(full)
# Energy of L includes half the joining bond; its steady loss is the same.
heat_operator = block_diag(half - mu_chain * np.eye(sites),
                           np.zeros((sites, sites)))
heat_operator[sites - 1, sites] = heat_operator[sites, sites - 1] = -0.5
operator_modes = modes.T @ heat_operator @ modes


def chain_heat(v, r):
    occ_left = fermi((levels - mu_chain) / kt_chain)
    if np.isinf(v):
        occ_right = np.zeros(sites)
    else:
        occ_right = fermi(((levels - mu_chain) / kt_chain + v) / r)
    start = block_diag((orbitals * occ_left) @ orbitals.T,
                       (orbitals * occ_right) @ orbitals.T)
    weights = operator_modes * (modes.T @ start @ modes)

    def content(time):
        phase = np.exp(-1j * full_levels * time)
        return np.real(np.vdot(phase, weights @ phase))

    rate = (content(t_start) - content(t_end)) / (t_end - t_start)
    return rate * 2 * np.pi / kt_chain**2


chain_empty = chain_heat(np.inf, 1.0)
chain_finite = chain_heat(2.0, 1.5)
landauer_finite = quad(
    lambda y: y * (fermi(y) - fermi((y + 2.0) / 1.5)), 0, 4 / kt_chain)[0]
# Tolerance: slow decay of the joining transient in a finite time window.
assert abs(chain_empty - bound) < 0.02 * bound
assert abs(chain_finite - landauer_finite) < 0.02 * bound
print(f"Chain: {sites} sites per side, kT = {kt_chain} hopping")
print(f"Chain, empty R: scaled heat = {chain_empty:.4f}")
print(f"Chain, v = 2, T_R/T = 1.5: scaled heat = {chain_finite:.4f}; "
      f"Landauer {landauer_finite:.4f}")

# Device example: rough typical values for a GaAs constriction.
temperature = 0.3
mass_ratio, g_factor, field = 0.067, 0.44, 8.0
barrier, half_length = 0.002, 1000.0
bias = 0.00025
volume_um3, phonon_constant = 0.01, 1.0e9
k_ev = const.k / const.e
h_ev = const.h / const.e
kt = k_ev * temperature


def ideal_power(temp):
    return np.pi**2 * (const.k * temp)**2 / (12 * const.h)


maximum = ideal_power(temperature)
hartree = const.physical_constants["Hartree energy"][0]
atomic_time = const.physical_constants["atomic unit of time"][0]
atomic_power = np.pi / 24 * (const.k * temperature / hartree)**2
assert abs(atomic_power * hartree / atomic_time / maximum - 1) < 1e-7
print(f"Temperature: {temperature} K; kT = {kt:.4e} eV")
print(f"Bound: {maximum * 1e15:.3f} fW = {maximum / const.e:.4e} eV/s")
print(f"Effective mass: {mass_ratio} electron masses; |g|: {g_factor}")
print(f"In-plane field: {field} T")
print(f"Barrier height: {barrier} eV; half-length: {half_length:.0f} nm")
print(f"Bias: {bias} V; v = {bias / kt:.3f}")
print(f"Bias energy / barrier height = {bias / barrier:.3f}")

# Parabolic barrier: curvature energy and width of the transmission step.
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
curvature_energy = 2 * np.sqrt(kinetic * barrier) / half_length
width = curvature_energy / (2 * np.pi)


def solved_transmission(energy):
    k_out = np.sqrt(energy / kinetic)

    def slope(position, state):
        potential = barrier * (1 - (position / half_length)**2)
        return [state[1], (potential - energy) / kinetic * state[0]]

    result = solve_ivp(slope, (half_length, -half_length),
                       np.array([1.0 + 0j, 1j * k_out]),
                       method="DOP853", rtol=1e-9, atol=1e-11)
    wave, derivative = result.y[:, -1]
    incoming = (wave + derivative / (1j * k_out)) / 2
    return 1 / abs(incoming)**2


largest_difference = 0.0
for offset in (-3, -2, -1, 0, 1, 2, 3):
    solved = solved_transmission(barrier + offset * width)
    largest_difference = max(largest_difference, abs(solved - expit(offset)))
# Tolerance: weak reflection where the finite parabola meets flat leads.
assert largest_difference < 0.02
print(f"Curvature energy: {curvature_energy:.4e} eV")
print(f"Step width: {width:.4e} eV = {width / kt:.3f} kT")
print(f"Largest transmission difference: {largest_difference:.4f}")


def barrier_power(temp_left, temp_right, threshold):
    energy = np.linspace(-60 * kt, 60 * kt, 24001)
    difference = (fermi(energy / (k_ev * temp_left))
                  - fermi((energy + bias) / (k_ev * temp_right)))
    transmission = expit((energy - threshold) / width)
    integral = trapezoid(energy * transmission * difference, energy)
    return integral / h_ev * const.e


search = minimize_scalar(
    lambda s: -barrier_power(temperature, temperature, s * kt) / maximum,
    bounds=(-2, 8), method="bounded")
threshold = search.x * kt
rounded = barrier_power(temperature, temperature, threshold)
unshifted = barrier_power(temperature, temperature, 0.0)
assert 0 < rounded < maximum and rounded >= unshifted
print(f"Rounded filter, threshold at mu_L: {unshifted * 1e15:.3f} fW")
print(f"Best threshold: {threshold:.4e} eV above mu_L = {search.x:.3f} kT")
print(f"Rounded filter, best threshold: {rounded * 1e15:.3f} fW")
print(f"Rounded filter / bound = {rounded / maximum:.4f}")

# Second spin channel: its barrier is higher by the Zeeman energy.
bohr_magneton = const.physical_constants["Bohr magneton in eV/T"][0]
zeeman = g_factor * bohr_magneton * field
second = barrier_power(temperature, temperature, threshold + zeeman)
print(f"Zeeman energy: {zeeman:.4e} eV = {zeeman / kt:.3f} kT")
print(f"Second spin / first spin cooling = {second / rounded:.5f}")

# Electron-phonon load on the island; lattice and R stay at 0.3 K.
coupling = phonon_constant * volume_um3 * 1e-18


def phonon_load(temp):
    return coupling * (temperature**5 - temp**5)


ideal_temp = brentq(lambda t: ideal_power(t) - phonon_load(t),
                    0.05, temperature)
rounded_temp = brentq(
    lambda t: barrier_power(t, temperature, threshold) - phonon_load(t),
    0.05, temperature)
assert ideal_temp < rounded_temp < temperature
print(f"Island volume: {volume_um3} cubic micrometre")
print(f"Electron-phonon constant: {phonon_constant:.1e} W m^-3 K^-5")
print(f"Island temperature, ideal filter: {ideal_temp:.4f} K")
print(f"Phonon load there: {phonon_load(ideal_temp) * 1e15:.3f} fW")
print(f"Island temperature, rounded filter: {rounded_temp:.4f} K")
print(f"Phonon load there: {phonon_load(rounded_temp) * 1e15:.3f} fW")

print("tests ok")
```

It fails:

```
Scaled bound, quadrature: 0.822467; pi^2/12: 0.822467
T_R/T = 1.0, v = 50: best heat / bound = 1.00000
T_R/T = 1.2, v = 50: best heat / bound = 1.00000
T_R/T = 2.0, v = 50: best heat / bound = 1.00000
Traceback (most recent call last):
  File "check.py", line 47, in <module>
    assert high_bias > 0.999 * bound
           ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics of the bound stands, but the test assumed that a bias of 50 kT is enough for every T_R. Backflow from R is set by kT_R, not kT: for a step filter it is about (T_R/T)^2 exp(-v T/T_R), roughly 0.0014 of the bound at T_R = 5T and v = 50, which is more than the allowed 0.001. The approach to the bound is now tested at v = 20 T_R/T with the 0.999 limit unchanged, so the T_R = 5T case is tested at v = 100 instead of 50, while the equal-temperature case is tested at v = 20. The values at v = 50 are still printed, and two new tests check the backflow formula by quadrature and check that the best filter does no worse than the step filter.

Repair:

```diff
@@ -37,4 +37,8 @@
 
 
+def step_filter_formula(v, r):
+    return bound + r**2 * float(mp.re(mp.polylog(2, -mp.exp(-v / r))))
+
+
 for r in (1.0, 1.2, 2.0, 5.0):
     for v in (-50.0, -10.0, -2.0, -0.5, 0.0, 0.5, 2.0, 10.0, 50.0):
@@ -44,8 +48,16 @@
         cools_below = np.any(integrand[x < 0] > 1e-13)
         assert not (cools_above and cools_below)
-    high_bias = best_filter_heat(50.0, r)[0]
-    assert high_bias > 0.999 * bound
-    print(f"T_R/T = {r:.1f}, v = 50: best heat / bound = "
-          f"{high_bias / bound:.5f}")
+    # Backflow through a step filter is governed by the temperature of R.
+    for v in (2.0, 10.0, 50.0):
+        backflow = quad(lambda y: y * fermi((y + v) / r), 0, 60 * r)[0]
+        step_heat = half_integral - backflow
+        assert abs(step_heat - step_filter_formula(v, r)) < 1e-6
+        assert best_filter_heat(v, r)[0] > step_heat - 1e-6
+    fixed_bias = best_filter_heat(50.0, r)[0]
+    large_v = 20 * r
+    large_bias = best_filter_heat(large_v, r)[0]
+    assert large_bias > 0.999 * bound
+    print(f"T_R/T = {r:.1f}: best heat / bound = {fixed_bias / bound:.5f} "
+          f"at v = 50, {large_bias / bound:.5f} at v = {large_v:.0f}")
 
 # Upper edge of the cooling window, from the crossing of the occupations.
@@ -59,7 +71,6 @@
     heat = quad(lambda y: y * (fermi(y) - fermi(y + v)), 0, 60)[0]
     particles = quad(lambda y: fermi(y) - fermi(y + v), 0, 60)[0]
-    heat_formula = bound + float(mp.re(mp.polylog(2, -mp.exp(-v))))
     particle_formula = np.log(2) - np.log1p(np.exp(-v))
-    assert abs(heat - heat_formula) < 1e-7
+    assert abs(heat - step_filter_formula(v, 1.0)) < 1e-7
     assert abs(particles - particle_formula) < 1e-7
     print(f"v = {v:4.1f}: heat/bound = {heat / bound:.5f}, "
```

Output now:

```
Scaled bound, quadrature: 0.822467; pi^2/12: 0.822467
T_R/T = 1.0: best heat / bound = 1.00000 at v = 50, 1.00000 at v = 20
T_R/T = 1.2: best heat / bound = 1.00000 at v = 50, 1.00000 at v = 24
T_R/T = 2.0: best heat / bound = 1.00000 at v = 50, 1.00000 at v = 40
T_R/T = 5.0: best heat / bound = 0.99896 at v = 50, 1.00000 at v = 100
Window edge for v = 2.0, T_R/T = 1.5: 4.0000 kT
v =  1.0: heat/bound = 0.58825, coefficient of performance = 1.2736
v =  2.0: heat/bound = 0.84071, coefficient of performance = 0.6106
v =  5.0: heat/bound = 0.99182, coefficient of performance = 0.2377
v = 10.0: heat/bound = 0.99994, coefficient of performance = 0.1187
Very cold R: heat / bound = 2.0000
Three terminals: heat / bound = 2.0000
Chain: 500 sites per side, kT = 0.2 hopping
Chain, empty R: scaled heat = 0.8225
Chain, v = 2, T_R/T = 1.5: scaled heat = 0.2645; Landauer 0.2645
Temperature: 0.3 K; kT = 2.5852e-05 eV
Bound: 21.295 fW = 1.3291e+05 eV/s
Effective mass: 0.067 electron masses; |g|: 0.44
In-plane field: 8.0 T
Barrier height: 0.002 eV; half-length: 1000 nm
Bias: 0.00025 V; v = 9.670
Bias energy / barrier height = 0.125
Curvature energy: 6.7448e-05 eV
Step width: 1.0735e-05 eV = 0.415 kT
Largest transmission difference: 0.0055
Rounded filter, threshold at mu_L: 17.622 fW
Best threshold: 7.1005e-06 eV above mu_L = 0.275 kT
Rounded filter, best threshold: 18.038 fW
Rounded filter / bound = 0.8471
Zeeman energy: 2.0375e-04 eV = 7.881 kT
Second spin / first spin cooling = 0.00474
Island volume: 0.01 cubic micrometre
Electron-phonon constant: 1.0e+09 W m^-3 K^-5
Island temperature, ideal filter: 0.2492 K
Phonon load there: 14.692 fW
Island temperature, rounded filter: 0.2588 K
Phonon load there: 12.693 fW
tests ok
```
